**Dilute doping and the reversal of polymorph stability**

The program tests the law E_B − E_A = Δ − δx + bx² per cation for randomly placed dopants at fraction x. Here Δ is the host energy difference, δ is the substitution energy in phase A minus that in phase B, and b comes from elastic interactions between dopants. The program asserts that explicitly relaxed boxes of 1000 cages agree with response formulas obtained from a Fourier sum, within sampling and finite-box error. For Δ = 30 meV and δ = 1.017 eV, the explicit crossing is at 2.99 % dopant. A control dopant with large but nearly equal substitution energies leaves A stable at 4 %. For units of two dopants and one oxygen vacancy, the program asserts the unit and binding energies and finds that the crossing moves to 6.35 % with the chosen parameters. A numerical minimization of the two-phase free energy confirms the partition formula for mobile dopants: at 1000 K and 5 % dopant, the share of B is 17 %. That last result extrapolates the linear-energy model beyond the dilute regime, and all parameters are round model values.

## Check in Python

```python
"""
Result under test: in a dilute alloy the energy difference of two phases is
    E_B - E_A = Delta - delta*x + O(x^2)     (per cation),
so a dopant fraction x near Delta/delta reverses their order.
Delta: host energy difference g_B - g_A; delta: substitution energy in A minus
that in B. Each cation sits in a cage with breathing coordinate q. A dopant has
misfit d (cage size minus preferred size), which depends on the phase.
kappa: ion-cage stiffness; k0: framework stiffness; c: neighbour coupling.
G0, G1: lattice response on the same cage and on a nearest neighbour.
Explicit side: relaxed energies of periodic boxes, summed spring by spring.
Formula side: response functions from a Fourier sum.
Also tested: dopant-vacancy units, and partition of mobile dopants.
Energies in eV, lengths in angstrom.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.optimize import minimize
from scipy.constants import k as k_J, e as e_C, physical_constants

rng = np.random.default_rng(7)
hartree_eV = physical_constants["Hartree energy in eV"][0]
Delta = 0.030
kappa, k0, c = 60.0, 30.0, 10.0
dA, dB = 0.30, 0.18
L = 10
N = L**3

# Hessian of the periodic cubic lattice, used to relax explicit boxes
shift = sp.csr_matrix(np.roll(np.eye(L), 1, axis=0))
ring = 2 * sp.eye(L) - shift - shift.T
one = sp.eye(L)
laplacian = (sp.kron(sp.kron(ring, one), one) + sp.kron(sp.kron(one, ring), one)
             + sp.kron(sp.kron(one, one), ring))
solver = splu(sp.csc_matrix((kappa + k0) * sp.eye(N) + c * laplacian))


def relaxed_energy(s, d, push=None):
    """Relaxed energy of a box; s marks dopants, push holds vacancy forces."""
    if push is None:
        push = np.zeros_like(s)
    q = solver.solve(-(kappa * d * s + push).ravel()).reshape(L, L, L)
    energy = 0.5 * k0 * np.sum(q**2) + 0.5 * kappa * np.sum((q + d * s)**2)
    for axis in range(3):
        energy += 0.5 * c * np.sum((q - np.roll(q, 1, axis))**2)
    return energy + np.sum(push * q)


# Response functions from the Fourier sum
wave = 2 * np.pi * np.arange(L) / L
kx, ky, kz = np.meshgrid(wave, wave, wave, indexing="ij")
stiff = kappa + k0 + 2 * c * (3 - np.cos(kx) - np.cos(ky) - np.cos(kz))
G0 = np.mean(1 / stiff)
G1 = np.mean(np.cos(kx) / stiff)
S = 1 / (kappa + k0)

# Substitution energies without the part common to both phases
K_eff = kappa * (1 - kappa * G0)
epsA, epsB = 0.5 * K_eff * dA**2, 0.5 * K_eff * dB**2
delta = K_eff * 0.5 * (dA + dB) * (dA - dB)
single = np.zeros((L, L, L))
single[0, 0, 0] = 1
singleA, singleB = relaxed_energy(single, dA), relaxed_energy(single, dB)
assert abs(singleA - epsA) < 1e-9 and abs(singleB - epsB) < 1e-9
assert abs(singleA - singleB - delta) < 1e-9

# Random alloys: explicit phase difference against the quadratic law
quad = 0.5 * kappa**2 * (dA**2 - dB**2) * (S - G0)


def random_alloy(n):
    s = np.zeros(N)
    s[rng.choice(N, n, replace=False)] = 1
    return s.reshape(L, L, L)


def phase_differences(n, d1, d2, samples=150):
    out = []
    for _ in range(samples):
        s = random_alloy(n)
        out.append(Delta + (relaxed_energy(s, d2) - relaxed_energy(s, d1)) / N)
    return np.array(out)


alloy = {}
for n in (20, 40, 100):
    x = n / N
    values = phase_differences(n, dA, dB)
    error = values.std(ddof=1) / np.sqrt(len(values))
    law = Delta - delta * x + quad * x**2
    # allowance: sampling error plus 0.05 meV finite-box bias in pair counting
    assert abs(values.mean() - law) < 5 * error + 5e-5
    alloy[n] = (values.mean(), law, values.std(ddof=1), np.mean(values < 0))
assert alloy[20][0] > 0 > alloy[40][0]
x_linear = Delta / delta
x_quad = (delta - np.sqrt(delta**2 - 4 * quad * Delta)) / (2 * quad)
m20, m40 = alloy[20][0], alloy[40][0]
x_explicit = 0.02 + 0.02 * m20 / (m20 - m40)
assert abs(x_explicit - x_quad) < 2e-4   # sampling and interpolation error

# Control: large but nearly equal substitution energies
d_control = 0.29
eps_control = relaxed_energy(single, d_control)
control = phase_differences(40, dA, d_control)
assert eps_control > 1.0 and control.min() > 0

# Trivalent dopants: two dopants on adjacent sites with a vacancy between them
h = 5.0
vA, vB = 0.0, 0.4


def unit_energy(d, v):
    return kappa * d**2 + v - (kappa * d + h)**2 * (G0 + G1)


pair = np.zeros((L, L, L))
pair[0, 0, 0] = pair[1, 0, 0] = 1
PhiA, PhiB = unit_energy(dA, vA), unit_energy(dB, vB)
binding = []
for d, v, Phi, one_dopant in ((dA, vA, PhiA, singleA), (dB, vB, PhiB, singleB)):
    explicit = relaxed_energy(pair, d, h * pair) + v
    assert abs(explicit - Phi) < 1e-9
    vacancy_alone = relaxed_energy(0 * pair, d, h * pair) + v
    bind = explicit - 2 * one_dopant - vacancy_alone
    formula = -2 * kappa * d * h * (G0 + G1) - (kappa * d)**2 * G1
    assert abs(bind - formula) < 1e-9
    binding.append(bind)
slope_unit = (PhiA - PhiB) / 2
x_unit = Delta / slope_unit


def random_units(n_units):
    s = np.zeros((L, L, L))
    placed = 0
    while placed < n_units:
        i, j, m = rng.integers(0, L, 3)
        i2 = (i + 1) % L
        if s[i, j, m] == 0 and s[i2, j, m] == 0:
            s[i, j, m] = s[i2, j, m] = 1
            placed += 1
    return s


unit_means = []
for n_units in (28, 36):
    values = []
    for _ in range(150):
        s = random_units(n_units)
        diff = relaxed_energy(s, dB, h * s) - relaxed_energy(s, dA, h * s)
        values.append(Delta + (diff + n_units * (vB - vA)) / N)
    unit_means.append(np.mean(values))
xa, xb = 56 / N, 72 / N
x_unit_explicit = xa + (xb - xa) * unit_means[0] / (unit_means[0] - unit_means[1])
# the dilute estimate omits interactions between units, of order x^2
assert abs(x_unit_explicit / x_unit - 1) < 0.2
assert x_unit_explicit > x_explicit

# Mobile dopants: minimize the free energy of a two-phase mixture
T = 1000.0
kT = k_J * T / e_C
x_total = 0.05
xB_eq = (1 - np.exp(-Delta / kT)) / (1 - np.exp(-delta / kT))
xA_eq = xB_eq * np.exp(-(delta - Delta) / kT)
fraction_B = (x_total - xA_eq) / (xB_eq - xA_eq)


def free_energy(x, g, eps):
    return g + x * eps + kT * (x * np.log(x) + (1 - x) * np.log1p(-x))


def mixture(variables):
    phi, log_xA = variables
    if not 0 < phi < 1 or log_xA >= 0:
        return 1e3
    xA = np.exp(log_xA)
    xB = (x_total - (1 - phi) * xA) / phi
    if not 0 < xB < 1:
        return 1e3
    return (1 - phi) * free_energy(xA, 0, epsA) + phi * free_energy(xB, Delta, epsB)


best = minimize(mixture, [0.5, np.log(1e-3)], method="Nelder-Mead",
                options={"xatol": 1e-7, "fatol": 1e-16, "maxiter": 4000,
                         "maxfev": 8000})
assert abs(best.x[0] - fraction_B) < 1e-4
assert abs(np.exp(best.x[1]) / xA_eq - 1) < 1e-2
F_A = free_energy(x_total, 0, epsA)
F_B = free_energy(x_total, Delta, epsB)
assert best.fun < F_B < F_A

print(f"host difference Delta = {1000*Delta:.1f} meV per cation")
print(f"kappa, k0, c = {kappa:.0f}, {k0:.0f}, {c:.0f} eV/A^2")
print(f"misfits in A, B = {dA:.2f}, {dB:.2f} A; cages per box = {N}")
print(f"response G0, G1, S = {G0:.6f}, {G1:.6f}, {S:.6f} A^2/eV")
print(f"effective stiffness K_eff = {K_eff:.3f} eV/A^2")
print(f"substitution energy in A, B (common part removed) = {epsA:.4f}, {epsB:.4f} eV")
print(f"delta = {delta:.4f} eV = {delta/hartree_eV:.5f} hartree")
print(f"quadratic coefficient of E_B-E_A = {quad:.4f} eV")
for n, (mean, law, spread, share) in alloy.items():
    print(f"x = {100*n/N:.0f} %: E_B-E_A explicit {1000*mean:.2f}, law {1000*law:.2f}, "
          f"box spread {1000*spread:.2f} meV; boxes favouring B {100*share:.0f} %")
print(f"crossing, linear law = {100*x_linear:.3f} %")
print(f"crossing, quadratic law = {100*x_quad:.3f} %")
print(f"crossing, explicit boxes = {100*x_explicit:.3f} %")
print(f"control misfits in A, B = {dA:.2f}, {d_control:.2f} A")
print(f"control substitution energies = {singleA:.4f}, {eps_control:.4f} eV")
print(f"control delta = {singleA-eps_control:.4f} eV")
print(f"control E_B-E_A at 4 % = {1000*control.mean():.2f} meV")
print(f"vacancy force h = {h:.1f} eV/A; v_A, v_B = {vA:.1f}, {vB:.1f} eV")
print(f"unit energy in A, B = {PhiA:.4f}, {PhiB:.4f} eV")
print(f"binding part in A, B = {binding[0]:.4f}, {binding[1]:.4f} eV")
print(f"slope per dopant with vacancies = {slope_unit:.4f} eV")
print(f"crossing with vacancies, linear law = {100*x_unit:.2f} % dopant")
print(f"crossing with vacancies, explicit = {100*x_unit_explicit:.2f} % dopant")
print(f"temperature = {T:.0f} K, kT = {1000*kT:.2f} meV")
print(f"overall dopant fraction for partition = {100*x_total:.1f} %")
print(f"frozen dopants: F_B-F_A = {1000*(F_B-F_A):.2f} meV per cation")
print(f"mobile dopants: x_A = {xA_eq:.3e}, x_B = {xB_eq:.4f} (fractions)")
print(f"mobile dopants: share of phase B = {100*fraction_B:.2f} % (formula)")
print(f"mobile dopants: share of phase B = {100*best.x[0]:.2f} % (minimization)")
print(f"mixture minus uniform B = {1000*(best.fun-F_B):.2f} meV per cation")
print("PASS")
```

Output:

```
host difference Delta = 30.0 meV per cation
kappa, k0, c = 60, 30, 10 eV/A^2
misfits in A, B = 0.30, 0.18 A; cages per box = 1000
response G0, G1, S = 0.006858, 0.000477, 0.011111 A^2/eV
effective stiffness K_eff = 35.313 eV/A^2
substitution energy in A, B (common part removed) = 1.5891, 0.5721 eV
delta = 1.0170 eV = 0.03737 hartree
quadratic coefficient of E_B-E_A = 0.4410 eV
x = 2 %: E_B-E_A explicit 9.82, law 9.84, box spread 0.11 meV; boxes favouring B 0 %
x = 4 %: E_B-E_A explicit -9.97, law -9.97, box spread 0.22 meV; boxes favouring B 100 %
x = 10 %: E_B-E_A explicit -67.27, law -67.29, box spread 0.49 meV; boxes favouring B 100 %
crossing, linear law = 2.950 %
crossing, quadratic law = 2.989 %
crossing, explicit boxes = 2.992 %
control misfits in A, B = 0.30, 0.29 A
control substitution energies = 1.5891, 1.4849 eV
control delta = 0.1042 eV
control E_B-E_A at 4 % = 25.90 meV
vacancy force h = 5.0 eV/A; v_A, v_B = 0.0, 0.4 eV
unit energy in A, B = 1.5200, 0.5130 eV
binding part in A, B = -1.4748, -0.8478 eV
slope per dopant with vacancies = 0.5035 eV
crossing with vacancies, linear law = 5.96 % dopant
crossing with vacancies, explicit = 6.35 % dopant
temperature = 1000 K, kT = 86.17 meV
overall dopant fraction for partition = 5.0 %
frozen dopants: F_B-F_A = -20.85 meV per cation
mobile dopants: x_A = 3.119e-06, x_B = 0.2940 (fractions)
mobile dopants: share of phase B = 17.01 % (formula)
mobile dopants: share of phase B = 17.01 % (minimization)
mixture minus uniform B = -16.67 meV per cation
PASS
```
